# Fitting boron diffusivity-time products from blurred depth profiles without deconvolution

Before a boron diffusivity is fitted to a pair of measured depth profiles, one must decide what to use as the initial condition: the nominal grown profile, a deconvolved measurement, or the unannealed measurement as it stands. In the example below, the nominal profile makes the diffusivity-time product about 7% too large. Direct deconvolution avoids that bias but amplifies noise. Using the measured unannealed profile avoids both, provided that the boron stays far from the surface, that diffusion is linear and uniform in depth, and that both scans have the same blur.

## A three-channel calculation

Put one unit of boron in channel 0. During the anneal a fraction $q$ of the content of each channel moves to each neighbour and $1-2q$ stays. Take $q=1/4$. The true annealed profile in channels $-1,0,1$ is

$$C=(1/4,\;1/2,\;1/4).$$

Let the instrument leave $2/3$ of each signal in its own channel and record $1/3$ one channel deeper. The unannealed measurement is then $M_0=(2/3,\;1/3)$ in channels $0,1$. Blurring $C$ gives the annealed measurement in channels $-1,0,1,2$:

$$M=\left(\tfrac14\cdot\tfrac23,\;\tfrac12\cdot\tfrac23+\tfrac14\cdot\tfrac13,\;\tfrac14\cdot\tfrac23+\tfrac12\cdot\tfrac13,\;\tfrac14\cdot\tfrac13\right)
=\left(\tfrac16,\tfrac5{12},\tfrac13,\tfrac1{12}\right).$$

Now forget the blur and diffuse $M_0$ with an unknown $q$. Channel $-1$ receives $2q/3$. Equating this to $1/6$ gives $q=1/4$. Channel 0 holds $\tfrac23(1-2q)+\tfrac13q=\tfrac23-q$, and equating this to $5/12$ again gives $q=1/4$. The hopping fraction has been recovered without knowledge of the blur, although the blur is asymmetric.

Starting from the ideal spike instead gives a wrong answer. The mean of $M$ is $-\tfrac16+\tfrac13+\tfrac2{12}=\tfrac13$ and its mean square is $\tfrac16+\tfrac13+\tfrac4{12}=\tfrac56$, so its variance is $\tfrac56-\tfrac19=\tfrac{13}{18}$. One diffusion step adds a variance $2q$. Assigning the whole width to diffusion would give $q=13/36$ instead of $9/36$. The excess, $1/9$, is half the blur variance $\tfrac13\cdot\tfrac23=\tfrac29$.

Linearity is essential. Suppose that the hopping fraction were $c/4$ in a channel with content $c$. The original spike would still spread to $(1/4,1/2,1/4)$, so the measurement would still show $1/6$ in channel $-1$. Diffusing $M_0$ by the same rule would put $\tfrac23\cdot\tfrac14\cdot\tfrac23=\tfrac19$ there. Blurring first has changed the concentration that controls the hopping.

## The continuous statement

Let $C_0(x)$ be the initial boron concentration and $D(t)$ a diffusivity that may vary in time but not with depth or concentration. Far from the surface,

$$\frac{\partial C}{\partial t}=D(t)\frac{\partial^2 C}{\partial x^2}.$$

With $\hat C(k,t)=\int C(x,t)e^{-ikx}\,dx$, two integrations by parts turn $\partial^2/\partial x^2$ into $-k^2$. Integrating the resulting equation in time gives

$$\hat C(k,t)=e^{-sk^2}\hat C_0(k),\qquad s=\int_0^tD(t')\,dt'.$$

This $s$ is the quantity called $Dt$. The detailed decay of transient enhanced diffusion enters through its time integral. To return to depth, complete the square, $iku-sk^2=-s(k-iu/2s)^2-u^2/4s$, and use the Gaussian integral $\sqrt{\pi/s}$:

$$G_s(u)=\frac1{2\pi}\int e^{iku-sk^2}dk=\frac{e^{-u^2/4s}}{\sqrt{4\pi s}}.$$

Hence $C=G_s*C_0$, where $(f*g)(x)=\int f(x-x')g(x')\,dx'$.

Let the instrument convolve each profile with the same response $R$ and add the same constant background $b$, so that $M_0=R*C_0+b$. Convolution becomes multiplication in Fourier space, and factors can be reordered:

$$\hat R\,(e^{-sk^2}\hat C_0)=e^{-sk^2}(\hat R\,\hat C_0).$$

Since $\int G_s\,du=1$, a constant is unchanged by $G_s$. Therefore

$$M_t=R*(G_s*C_0)+b=G_s*(R*C_0)+b=G_s*M_0.$$

The second scan may have a gain $a$, multiplying signal and background alike, and a depth offset $\delta$. These can be fitted with $s$. For noise-free data, two parameter sets giving the same signal must satisfy

$$a'e^{-ik\delta'-s'k^2}=a\,e^{-ik\delta-sk^2}$$

wherever $\hat R\hat C_0\ne0$. This includes an interval around $k=0$, because the boron dose is positive. Setting $k=0$ gives $a'=a$; the moduli then give $s'=s$, and the phases give $\delta'=\delta$. The fit has a unique noise-free solution.

The widths provide a second route. After background subtraction, $\ln\hat M=\text{const}-ik\mu-\tfrac12k^2\,\mathrm{Var}+\dots$, where $\mu$ is the mean depth. Adding $-sk^2$ raises the variance by $2s$:

$$\mathrm{Var}(M_t)-\mathrm{Var}(M_0)=2s.$$

## From noisy counts to a fit

Let $y_0$ and $y_1$ be the unannealed and annealed counts in channels of width $h$. The forward model is

$$m=aKy_0,\qquad K_{ij}=h\,G_s(u_{ij}),\quad u_{ij}=x_i-x_j-\delta.$$

The sum replaces the convolution integral, so $h$ must resolve both the blurred profile and the kernel. It fails as $s\to0$: at $\delta=0$, for example, the diagonal element $h/\sqrt{4\pi s}$ diverges. The template must also extend beyond the fitted region by several kernel widths $\sqrt{2s}$.

Both scans are noisy. Write $y_0=\mu_0+\varepsilon_0$ and $y_1=aK\mu_0+\varepsilon_1$, where $\mu_0$ now denotes the unknown mean counts. At the true parameters the residual is

$$r=y_1-aKy_0=\varepsilon_1-aK\varepsilon_0.$$

For independent Poisson counts, each variance equals the mean. Estimating those means by $m$ and $y_0$ gives the covariance

$$V=\mathrm{diag}(m)+a^2K\,\mathrm{diag}(y_0)K^T.$$

The second term carries the template noise, which diffusion has correlated between channels.

Minimizing $r^TV^{-1}r$ is equivalent to fitting the unknown template too, if the variances are held fixed. Let $S_0,S_1$ be the covariances of the two scans, $A=aK$, and $d$ the correction to $y_0$. The joint misfit is

$$Q=d^TS_0^{-1}d+(r-Ad)^TS_1^{-1}(r-Ad).$$

Define $w=S_1^{-1}(r-Ad)$. Setting the derivative with respect to $d$ to zero gives $d=S_0A^Tw$. Then $r=S_1w+Ad=(S_1+AS_0A^T)w=Vw$, and

$$Q=w^TAS_0A^Tw+w^TS_1w=w^TVw=r^TV^{-1}r.$$

The algorithm below freezes $V$ during each step, so it reaches this joint minimum only approximately.

For the parameters $\theta=(s,a,\delta)$, let $J=\partial m/\partial\theta$. Differentiating $\ln G_s=-u^2/4s-\tfrac12\ln(4\pi s)$, with $\partial u/\partial\delta=-1$, gives

$$\frac{\partial G_s}{\partial s}=\left(\frac{u^2}{4s^2}-\frac1{2s}\right)G_s,\qquad
\frac{\partial G_s}{\partial\delta}=\frac{u}{2s}G_s.$$

The derivative of $m$ with respect to $a$ is $Ky_0$. A small parameter change turns $r$ into $r-J\Delta\theta$. Minimizing the quadratic misfit at fixed $V$ requires $J^TV^{-1}(r-J\Delta\theta)=0$, so

$$\Delta\theta=(J^TV^{-1}J)^{-1}J^TV^{-1}r.$$

The algorithm is then:

1. Choose starting values of $s,a,\delta$.
2. Build $K$, $m$, $J$ and $V$ from the measured template.
3. Apply $\Delta\theta$, keeping $s$ positive, and repeat until the change is negligible.
4. Report the parameter covariance $(J^TV^{-1}J)^{-1}$ and $\chi^2=r^TV^{-1}r$.

The covariance follows by inserting $\langle rr^T\rangle=V$ into the formula for $\Delta\theta$. It is a leading-order result in the noise. Because $J$ contains the noisy template and $V$ is frozen within each step, a small bias can remain; it is measured below.

## A buried marker at 800 °C

The example is a boron marker 150 nm deep in silicon, with a main peak of $5\times10^{17}$ cm$^{-3}$ and a weak tail towards the surface. It is annealed for 600 s. The assumed equilibrium diffusivity is $0.004$ nm$^2$/s. An initial interstitial supersaturation of 250 decays with a time constant of 100 s, and the model takes $D(t)=0.004\,(1+250e^{-t/100})$ nm$^2$/s with $t$ in seconds. Thus

$$s=0.004\left[600+250\cdot100(1-e^{-6})\right]=102.15\ \text{nm}^2.$$

The response is a Gaussian of standard deviation 2 nm convolved with leading and trailing exponentials of lengths 1 and 3 nm. Independent variances add, giving $4+1+9=14$ nm$^2$; the sampled response has 13.96 nm$^2$. The blurred profile has variance 38.02 nm$^2$ before annealing and 242.32 nm$^2$ after it. Half the difference is 102.15 nm$^2$, as required.

As an independent test, the profile annealed by a finite-volume calculation with the time-dependent diffusivity, and then blurred, was compared with the Gaussian kernel applied to the blurred initial profile in 2 nm channels. The largest difference was $1.1\times10^{-4}$ of the peak.

One synthetic pair of Poisson scans, with peak expected counts of 1567 before and 572 after annealing, gives

$$s=102.9\pm1.9\ \text{nm}^2=(1.029\pm0.019)\times10^{-12}\ \text{cm}^2.$$

The fitted gain is $1.065\pm0.014$ for a true value of 1.05, and the offset is $0.75\pm0.17$ nm for a true value of 0.8 nm. The value $\chi^2=77.6$ for 98 degrees of freedom is low by about 1.5 of the expected standard deviations, $\sqrt{2\cdot98}=14$. Over 300 pairs the mean $\chi^2$ is 98.0. The scatter of $s$ is 1.83 nm$^2$, against a mean predicted error of 1.86 nm$^2$. The mean bias is $-0.12\pm0.11$ nm$^2$, small compared with the error of one fit and not clearly different from zero.

Equilibrium diffusion alone would give $0.004\cdot600=2.4$ nm$^2$. The fitted time-averaged enhancement is therefore $102.87/2.4\approx43$.

## What blur and noise cost

Equal blur leaves the noise-free answer unchanged, but it reduces precision. For a Gaussian peak of variance $v$ with $N$ counts and no background, the fourth central moment is $3v^2$. The variance of a squared deviation is thus $3v^2-v^2=2v^2$, and the measured variance has squared error $2v^2/N$ for large $N$. Since $s=(v_1-v_0)/2$,

$$\sigma_s^2\simeq\frac12\left(\frac{v_0^2}{N_0}+\frac{v_1^2}{N_1}\right).$$

Blur increases both $v_0$ and $v_1$. In the limit of little diffusion, $v_1\to v_0=v$, equal counts leave an error $v/\sqrt N$: the blurred width limits the smallest detectable $s$. For the present marker, with the same sensitivity and background and a true gain of 1 in both cases, the three-parameter fit predicts an error of 1.90 nm$^2$ with blur and 1.78 nm$^2$ without it.

Forward diffusion reduces noise in the template. For independent channel noise of equal variance, the output variance is multiplied by

$$\sum_jK_{ij}^2\simeq h\int G_s^2\,du=\frac{h}{4\pi s}\sqrt{2\pi s}=\frac{h}{\sqrt{8\pi s}}.$$

Its square root is 0.20 here. Direct deconvolution instead divides each Fourier component by $\hat R(k)$. At a wavelength of 4 nm, the shortest resolved by 2 nm channels, that multiplies the noise amplitude by about 1200. Regularization can limit this gain, but it introduces a choice that the forward fit does not need.

## When the cancellation fails

If the Gaussian parts of the two responses have standard deviations $\sigma_0$ and $\sigma_1$, their ratio in Fourier space is $e^{-(\sigma_1^2-\sigma_0^2)k^2/2}$. This has the form of extra diffusion, with

$$\Delta s=\frac{\sigma_1^2-\sigma_0^2}{2}.$$

Changing the second scan from 2 to 2.5 nm gives $(6.25-4)/2=1.125$ nm$^2$, and the noise-free fit shifts by that amount. Starting from the unblurred nominal profile shifts it by 6.92 nm$^2$, close to half the blur variance, 6.98 nm$^2$. A depth scale 1% too long in the annealed scan multiplies its variance by $1.01^2$. The variance estimate is $\tfrac12(1.01^2-1)\cdot242.32=2.44$ nm$^2$; the fit gives 2.37 nm$^2$.

Other failures change the diffusion operator. Near a reflecting surface the propagator is $G_s(x-x')+G_s(x+x')$, and its second term does not depend on the depth difference. A depth-dependent $D$ also removes translation invariance. The test compares "anneal, then blur" with "blur, then anneal". The largest difference, relative to the peak, is $1.7\times10^{-8}$ for the linear deep marker, $1.9\times10^{-3}$ for a diffusivity changing linearly by its central value over 500 nm, and $6.2\times10^{-3}$ for concentration-dependent diffusion with a main peak of $10^{19}$ cm$^{-3}$. For a marker 20 nm below the surface it is about 0.5. These are profile differences, not errors in $s$. The last occurs at the surface itself and comes from the abrupt end of the signal there, which blurring mixes with zero signal outside. That edge alone gives about 0.6 of the peak; the change in the propagator works in the opposite direction and removes about 0.13. More than 5 nm below the surface the difference is about 0.05.

## Reading the result for real silicon

The anneal parameters are rough values for boron diffusing under implant-generated interstitials, and the nanometre-scale response represents secondary-ion mass spectrometry. Two neglected effects exceed the statistical error. First, with a rough intrinsic carrier density $n_i=2\times10^{18}$ cm$^{-3}$, diffusion through positively charged defects and the built-in field multiply the diffusivity by

$$\frac p{n_i}\left(1+\frac C{\sqrt{C^2+4n_i^2}}\right)\simeq1+\frac C{n_i}\quad(C\ll n_i),$$

where $p$ is the hole density. To first order each factor is $1+C/2n_i$. This raises the fitted $s$ by 4.3 nm$^2$. The estimate assumes local charge neutrality. This is poor at first, because the Debye length, 3.9 nm, exceeds the 3 nm standard deviation of the as-grown main peak, so the shift is somewhat overstated.

Second, boron moves in separate migration events. If each displacement $u$ has the two-sided exponential density $e^{-|u|/\lambda}/(2\lambda)$, the Fourier transform of that density is $1/(1+\lambda^2k^2)$. For a Poisson number of events with mean $n$, the propagator is

$$\exp\left[-n\left(1-\frac1{1+\lambda^2k^2}\right)\right]=\exp\left[-\frac{sk^2}{1+\lambda^2k^2}\right],\qquad s=n\lambda^2.$$

For a rough $\lambda=4$ nm, $n=102.15/16=6.4$. The Gaussian fit is then 7.1 nm$^2$ too low, although the noise-free variance difference still gives 102.15 nm$^2$. The misfit adds 72 to $\chi^2$, enough to stand out against its expected spread of 14. Both numbers depend strongly on $\lambda$. The shift scales as $\lambda^2$, and at $\lambda=2$ nm it is still $-1.8$ nm$^2$ while $\chi^2$ rises by only 5, too little to notice. The concentration-dependent shift above adds less than 1 to $\chi^2$, so a good $\chi^2$ does not exclude such biases. This propagator is still linear and translation-invariant, so equal blur still cancels. The remedy is to replace $G_s$ by the new kernel, not to deconvolve.

Smaller shifts are $-1.2$ nm$^2$ for a 1% immobile fraction and $-0.25$ nm$^2$ for the 500 nm diffusivity gradient. The latter depends on the depth to which $D$ is referred. The tail puts the centroid of the marker 1.7 nm above the 150 nm reference depth, where $D$ is lower, and this alone gives $-102.15\cdot1.7/500\approx-0.35$ nm$^2$. Referred to the centroid, the shift is about $+0.1$ nm$^2$. The quoted $\pm1.9$ nm$^2$ is thus a counting error within the linear Gaussian model, not a complete uncertainty for a real wafer. The numerical output lists the individual values.

## Computed values

```
Temperature 1073.15 K, anneal time 600 s
Equilibrium D (rough) 0.004 nm^2/s
Supersaturation 250, decay 100 s
Marker depth 150 nm, main peak 5.0e+17 cm^-3
Blur sigma, lead, trail: 2.0, 1.0, 3.0 nm
Channel step 2 nm, background 4 counts
Sensitivity 4000 counts per 1e18 cm^-3
Peak expected counts: before 1567, after 572
Variance of blurred profile: before 38.02, after 242.32 nm^2
True Dt 102.15 nm^2 = 1.022e-12 cm^2
Kernel vs solver, max error / peak 1.1e-04
Order of blur and anneal, max difference / peak:
  linear, deep marker 1.7e-08
  extrinsic, main peak 1e19 cm^-3 6.2e-03
  D gradient, length 500 nm 1.9e-03
  marker 20 nm below surface 4.7e-01
Noise-free fitted Dt 102.143 nm^2
Single noisy fit: Dt 102.87 +- 1.88 nm^2
  = 1.029e-12 +- 1.9e-14 cm^2
  gain 1.0654 +- 0.0143 (true 1.05)
  shift 0.749 +- 0.167 nm (true 0.8)
  chi2 77.6 for 98 degrees of freedom
Mean enhancement over equilibrium 42.9
300 noisy pairs: bias -0.117 nm^2, its standard error 0.106 nm^2
  scatter 1.830, mean predicted error 1.860 nm^2
  mean chi2 98.0
Predicted error: with blur 1.904, without blur 1.777 nm^2
  with blur, template noise ignored 1.834 nm^2
Noise factor of forward diffusion 0.199
Deconvolution noise gain at 4 nm wavelength 1185
Blur variance 13.96 nm^2, half 6.98 nm^2
Shifts of fitted Dt in nm^2 (noise-free):
  start from unblurred nominal profile +6.92
  annealed blur sigma 2.5 nm +1.125, formula +1.125
  depth scale +1 percent +2.37, formula +2.44
  extrinsic D and field, n_i 2e+18 cm^-3 +4.29
  D gradient, length 500 nm -0.25
  immobile fraction 0.01 -1.20
  migration length 4 nm -7.11, added chi2 72
Migration case, Dt from variances 102.15 nm^2
Mean number of migration events 6.38
Intrinsic Debye length 3.87 nm
```
